# Strain-induced pair interactions from Kanzaki forces and the lattice Green function

Suppose the configurational energy of an alloy is written as a sum of pair energies \(V(\mathbf R)\) cut off after a few neighbour shells. The transform \(V(\mathbf k)\) is then a finite trigonometric sum, continuous at \(\mathbf k=0\), and it assigns the same energy to a uniform change of composition and to a very long composition wave in any direction. When solute and host differ in size this fails. A uniform change lets the crystal adopt a new lattice parameter, while a wave must keep the lattice continuous and, for a dilatational misfit, stores elastic energy however long it is. In the model below the omitted jump in \(V(\mathbf k)\) at \(\mathbf k=0\) is 102 meV for waves along \(\langle100\rangle\) and 141 meV along \(\langle111\rangle\), the first being the 295 K by which the mean-field threshold of long \(\langle100\rangle\) waves at half filling lies below that of the stress-free crystal.

## Assumptions

(A1) The host is a Bravais lattice of \(N\) sites \(\mathbf R\) with cell volume \(v\). Displacements are \(\varepsilon\mathbf R+\mathbf u(\mathbf R)\), with \(\varepsilon\) a symmetric homogeneous strain and \(\mathbf u\) periodic.

(A2) The lattice energy is a quadratic form, of finite range, invariant under translations and inversion and independent of composition, in the linear bond elongations
\[ e(\mathbf R,\mathbf d)=\hat{\mathbf d}\cdot[\mathbf u(\mathbf R+\mathbf d)-\mathbf u(\mathbf R)]+\hat{\mathbf d}\cdot\varepsilon\mathbf d .\]
The reference lattice is thus free of stress. The \(\mathbf u\)-part defines force constants \(\Phi\), and the \(\varepsilon\)-part defines \(\tfrac12Nv\,\varepsilon{:}C{:}\varepsilon\).

(A3) \(C\) is positive definite with inverse \(S\), and \(D(\mathbf k)=\sum_{\mathbf R}\Phi(\mathbf R)e^{-i\mathbf k\cdot\mathbf R}\) is positive definite in the Brillouin zone except at \(\mathbf k=0\). Its inverse \(G=D^{-1}\) is the lattice Green function.

(A4) Occupations are \(c(\mathbf R)\in\{0,1\}\). A solute pushes on the site displaced by \(\mathbf d\) with a Kanzaki force \(\mathbf F(\mathbf d)=-\mathbf F(-\mathbf d)\) of finite range, whose dipole tensor \(P_{ij}=\sum_{\mathbf d}F_i d_j\) is symmetric.

Transforms are \(X(\mathbf k)=\sum_{\mathbf R}X(\mathbf R)e^{-i\mathbf k\cdot\mathbf R}\). Oddness gives \(\mathbf F(\mathbf k)=-i\mathbf f(\mathbf k)\) with \(\mathbf f=\sum_{\mathbf d}\mathbf F(\mathbf d)\sin\mathbf k\cdot\mathbf d\) real, and inversion makes \(D\) real, symmetric and even. For a unit vector \(\mathbf n\), \(K_{ik}(\mathbf n)=C_{ijkl}n_jn_l\) and \(\Omega=K^{-1}\).

## Theorem

Let \(W(\mathbf k)=\mathbf f\cdot G\,\mathbf f\).

(a) After relaxation the energy is a one-body term plus \(\tfrac12\sum_{\mathbf R\ne\mathbf R'}V(\mathbf R-\mathbf R')c(\mathbf R)c(\mathbf R')\), with
\[ V(\mathbf R)=-\frac1N\sum_{\mathbf k\ne0}W(\mathbf k)e^{i\mathbf k\cdot\mathbf R}-\frac{P{:}S{:}P}{Nv},\]
the last term being present if \(\varepsilon\) is free and absent if it is clamped.

(b) \(W(k\mathbf n)=W_0(\mathbf n)+k^2W_2(\mathbf n)+O(k^4)\), with \(W_0=\mathbf n\cdot P\,\Omega(\mathbf n)P\mathbf n/v\).

(c) For \(N\to\infty\) taken first, \(V(\mathbf R)=A(\hat{\mathbf R})/R^3+A_5(\hat{\mathbf R})/R^5+O(R^{-6})\), where
\[ A=\frac{v}{8\pi^2}\,\partial_\mu^2\!\oint\! W_0\,d\varphi\Big|_{\mu=0},\qquad A_5=-\frac{v}{8\pi^2}\,\partial_\mu^4\!\oint\! W_2\,d\varphi\Big|_{\mu=0},\]
\(\mu=\mathbf n\cdot\hat{\mathbf R}\) and \(\varphi\) is the azimuth about \(\hat{\mathbf R}\).

(d) \(A\) has zero angular mean, and \(A\equiv0\) if and only if \(W_0\) is independent of \(\mathbf n\). In an elastically isotropic lattice this happens if and only if \(P\propto1\).

Part (d) limits the claim that strain gives a directional limit and an inverse-cube tail: the two appear together or not at all.

## Lemma 1: elimination of the displacements

**Statement.** With \(n_s=\sum c\), the minimum energy is
\[ E=-\frac1{2N}\sum_{\mathbf k\ne0}W|c(\mathbf k)|^2-\frac{n_s^2}{2Nv}P{:}S{:}P .\]

**Proof.** The work term is \(-\sum_{\mathbf R'}c(\mathbf R')\sum_{\mathbf d}\mathbf F(\mathbf d)\cdot[\mathbf u(\mathbf R'+\mathbf d)+\varepsilon(\mathbf R'+\mathbf d)]\). Since \(\sum\mathbf F=0\), its strain part is \(-n_s\,\varepsilon{:}P\). A cross term between \(\varepsilon\) and \(\mathbf u\) in the lattice energy has, by translation invariance, coefficients independent of \(\mathbf R\), and multiplies \(\sum_{\mathbf R}[\mathbf u(\mathbf R+\mathbf d)-\mathbf u(\mathbf R)]=0\). The two problems separate.

The force on site \(\mathbf R\) is \(\sum_{\mathbf R'}\mathbf F(\mathbf R-\mathbf R')c(\mathbf R')\), with transform \(\mathbf F(\mathbf k)c(\mathbf k)\). Parseval's identity gives
\[ E_u=\frac1N\sum_{\mathbf k}\Big[\tfrac12\mathbf u^\dagger D\mathbf u-\mathrm{Re}\,\mathbf u^\dagger\mathbf Fc\Big].\]
At \(\mathbf k=0\) both \(D\) and \(\mathbf F\) vanish, so the rigid translation drops out. For \(\mathbf k\ne0\) the bracket equals \(\tfrac12(\mathbf u-G\mathbf Fc)^\dagger D(\mathbf u-G\mathbf Fc)-\tfrac12|c|^2\mathbf F^\dagger G\mathbf F\). It is least at \(\mathbf u=G\mathbf Fc\), and \(\mathbf F^\dagger G\mathbf F=(i)(-i)\,\mathbf f\cdot G\mathbf f=W\). For the strain, \(\tfrac12Nv\,\varepsilon{:}C{:}\varepsilon-n_s\varepsilon{:}P\) is least at \(\varepsilon=(n_s/N)\varepsilon^0\) with \(\varepsilon^0=S{:}P/v\), which is Vegard's law, and its value there is \(-n_s^2P{:}S{:}P/(2Nv)\). ∎

**Proof of (a).** Write \(|c(\mathbf k)|^2=\sum_{\mathbf R\mathbf R'}c\,c'e^{i\mathbf k\cdot(\mathbf R-\mathbf R')}\) and \(n_s^2=\sum c\,c'\). Let \(U(\mathbf R)=-N^{-1}\sum_{\mathbf k\neq0}We^{i\mathbf k\cdot\mathbf R}\) and \(Q=-U(0)\), the zone average of \(W\). Because \(c^2=c\), the terms \(\mathbf R=\mathbf R'\) are linear in \(n_s\) and give \(-Q/2+O(1/N)\) per solute. The remaining terms are the pair sum. ∎

**Remark.** Removing \(\mathbf R=0\) from the transform gives \(V(\mathbf k)=Q-W(\mathbf k)+O(1/N)\) for \(\mathbf k\ne0\). At \(\mathbf k=0\), \(\sum_{\mathbf R}U=0\) gives \(\sum_{\mathbf R\ne0}U=Q\), and the \(N-1\) copies of the surface term give \(V(0)=Q-P{:}S{:}P/v+O(1/N)\) for free \(\varepsilon\). If \(\Phi\) depended on the occupations, \(G\) would too, and \(E\) would in general no longer be quadratic in \(c\).

## Lemma 2: long waves

**Statement.** \(\mathbf f=k\mathbf f_1+k^3\mathbf f_3+\dots\) and \(D=k^2D_2+k^4D_4+\dots\), with \(\mathbf f_1=P\mathbf n\) and \(D_2=vK(\mathbf n)\).

**Proof.** Both are finite trigonometric sums, odd and even respectively. The linear term of the sine gives \(f_i=\sum F_id_jk_j=kP_{ij}n_j\). For \(\mathbf u=\mathbf be^{i\mathbf k\cdot\mathbf R}\) every elongation within range of a site is \(ik(\hat{\mathbf d}\cdot\mathbf b)(\mathbf n\cdot\mathbf d)e^{i\mathbf k\cdot\mathbf R}+O(k^2)\). This is the elongation produced by the homogeneous strain \(\varepsilon_{ij}=\tfrac12(b_in_j+b_jn_i)\), times \(ike^{i\mathbf k\cdot\mathbf R}\). Inserting it in the same quadratic form gives \(\mathbf b\cdot D_2\mathbf b=v\,\varepsilon{:}C{:}\varepsilon=v\,b_iC_{ijkl}n_jn_lb_k\), which is positive by (A3). ∎

**Proof of (b).** \(G=k^{-2}[D_2^{-1}-k^2D_2^{-1}D_4D_2^{-1}+\dots]\). The factor \(k^{-2}\) cancels the two factors of \(k\) in \(\mathbf f\), leaving \(W_0=\mathbf f_1\cdot D_2^{-1}\mathbf f_1\) and, with \(\mathbf w=D_2^{-1}\mathbf f_1\), \(W_2=2\mathbf f_3\cdot\mathbf w-\mathbf w\cdot D_4\mathbf w\). ∎

The limit is a ratio of terms of equal degree in \(k\), so it keeps the direction of approach. It involves the lattice through \(P\), \(C\) and \(v\) alone, while \(W_2\) depends on the detailed forces.

## Lemma 3: cubic and isotropic crystals

**Cubic, \(P=p\,1\).** With \(\Delta=c_{11}-c_{12}-2c_{44}\), \(C_{ijkl}=c_{12}\delta_{ij}\delta_{kl}+c_{44}(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})+\Delta\,\delta_{ijkl}\), where \(\delta_{ijkl}=1\) if all indices agree. Contracting, \(K=M+\beta\,\mathbf n\mathbf n^T\) with \(M=\mathrm{diag}(c_{44}+\Delta n_i^2)\) and \(\beta=c_{12}+c_{44}\). Solving \(K\mathbf x=\mathbf n\) gives \(\mathbf x=M^{-1}\mathbf n(1-\beta\,\mathbf n\cdot\mathbf x)\). Dotting with \(\mathbf n\),
\[ \frac1{\mathbf n\cdot\Omega\mathbf n}=\frac1s+\beta,\qquad s=\sum_i\frac{n_i^2}{c_{44}+\Delta n_i^2}.\]
Let \(\xi=\Delta/c_{44}\), \(\gamma=\sum_{i<j}n_i^2n_j^2\), \(\delta=n_1^2n_2^2n_3^2\). A common denominator gives \(c_{44}s=(1+2\xi\gamma+3\xi^2\delta)/(1+\xi+\xi^2\gamma+\xi^3\delta)\). Using \(c_{44}+\Delta+\beta=c_{11}\), \(\Delta+2\beta=c_{11}+c_{12}\) and \(\Delta+3\beta=c_{11}+2c_{12}+c_{44}\),
\[ W_0=\frac{p^2}{v}\,\frac{1+2\xi\gamma+3\xi^2\delta}{c_{11}+\xi(c_{11}+c_{12})\gamma+\xi^2(c_{11}+2c_{12}+c_{44})\delta}.\]
If \(c_{44}+\Delta<0\), \(M\) is singular on the circles \(n_i^2=-c_{44}/\Delta\) of the unit sphere. The rational form holds there by continuity, because \(\det K=\det M\,(1+\beta s)\) makes its denominator equal to \(\det K/c_{44}^2>0\). It gives \(p^2/(vc_{11})\) along \([100]\), \(2p^2/[v(c_{11}+c_{12}+2c_{44})]\) along \([110]\) and \(3p^2/[v(c_{11}+2c_{12}+4c_{44})]\) along \([111]\).

If \(c_{44}+\Delta>0\), then \(s>0\) and \(W_0\) increases with \(s\). The function \(t/(c_{44}+\Delta t)\) has second derivative \(-2c_{44}\Delta/(c_{44}+\Delta t)^3\), so for \(\Delta<0\) the sum \(s\) is convex on the simplex \(\sum n_i^2=1\): largest at the corners \(\langle100\rangle\), smallest at the symmetric centre \(\langle111\rangle\). For \(\Delta>0\) the roles are exchanged.

**Isotropic, any \(P\).** For \(\Delta=0\), \(K\) has eigenvalue \(c_{11}\) along \(\mathbf n\) and \(c_{44}\) across it, so \(\Omega=1/c_{44}-\kappa\,\mathbf n\mathbf n^T\), with \(\kappa=1/c_{44}-1/c_{11}>0\) because the bulk modulus \(c_{11}-\tfrac43c_{44}\) is positive. Then
\[ vW_0=\mathbf n\cdot P^2\mathbf n/c_{44}-\kappa(\mathbf n\cdot P\mathbf n)^2 .\]
On an eigenvector of \(P\) this is \(p_i^2/c_{11}\), so constancy requires equal \(p_i^2\). The first term is then constant, and \((\mathbf n\cdot P\mathbf n)^2\) must be constant too. With mixed signs it vanishes somewhere between two eigenvectors, so the signs agree and \(P\propto1\). The converse is immediate.

## Corollary: the jump at zero wavevector

For free \(\varepsilon\), by the remark after Lemma 1 and \(P{:}S{:}P/v=v\,\varepsilon^0{:}C{:}\varepsilon^0\),
\[ V(k\mathbf n\to0)-V(0)=vB(\mathbf n),\qquad B=\varepsilon^0{:}C{:}\varepsilon^0-W_0/v .\]
A layer normal to \(\mathbf n\) that stays coherent can take strains \(\varepsilon=\mathrm{sym}(\mathbf b\,\mathbf n^T)\). With \(\sigma^0=C{:}\varepsilon^0=P/v\), twice its energy density is \((\varepsilon-\varepsilon^0){:}C{:}(\varepsilon-\varepsilon^0)=\mathbf b\cdot K\mathbf b-2\mathbf b\cdot\sigma^0\mathbf n+\varepsilon^0{:}C{:}\varepsilon^0\), whose minimum at \(\mathbf b=\Omega\sigma^0\mathbf n\) is \(B\). Hence \(B\ge0\), with equality only if \(\varepsilon^0\) itself has the form \(\mathrm{sym}(\mathbf b\,\mathbf n^T)\). That form has rank at most two, so a dilatation \(\varepsilon^0=\eta1\ne0\) gives \(B>0\) in every direction. For clamped \(\varepsilon\), \(V(0)=Q\) and the jump is \(-W_0(\mathbf n)\) instead. For the cubic case \(\varepsilon^0=\eta1\), \(p=v(c_{11}+2c_{12})\eta\) and \(\varepsilon^0{:}C{:}\varepsilon^0=3(c_{11}+2c_{12})\eta^2\). Subtracting the special values above gives \(B=2\eta^2Y\), with Cahn's moduli
\[ Y_{100}=\frac{(c_{11}+2c_{12})(c_{11}-c_{12})}{c_{11}},\qquad Y_{111}=\frac{6c_{44}(c_{11}+2c_{12})}{c_{11}+2c_{12}+4c_{44}}.\]
In mean field the entropy adds \(k_BT/[c(1-c)]\) to the kernel, and a mode is unstable when \(V(\mathbf k)+V_{\rm ch}(\mathbf k)+k_BT/[c(1-c)]<0\). A short-ranged chemical part \(V_{\rm ch}\) is continuous at \(\mathbf k=0\), so the threshold for long waves along \(\mathbf n\) lies below that of the stress-free homogeneous free energy by \(\Delta T=c(1-c)vB(\mathbf n)/k_B\), provided \(V+V_{\rm ch}<0\) for these waves; otherwise they are stable at every temperature. Among long waves, those with the largest \(W_0\) go unstable first.

## Lemma 4: the tail

**Statement.** For a smooth even \(h(\mathbf n)\), \(m=0\) or \(1\), and \(\mathbf R\neq0\),
\[ \int\!\frac{d^3k}{(2\pi)^3}\,k^{2m}h(\mathbf n)e^{i\mathbf k\cdot\mathbf R}=\frac{(-1)^{m+1}}{8\pi^2R^{2m+3}}\,\partial_\mu^{2m+2}\!\oint h\,d\varphi\Big|_{\mu=0},\]
understood with a factor \(e^{-\epsilon k}\), \(\epsilon\to0\).

**Proof.** The sine part cancels between \(\mathbf n\) and \(-\mathbf n\). With \(s=R\mu\), \(\int_0^\infty\cos(ks)e^{-\epsilon k}dk=\epsilon/(\epsilon^2+s^2)\to\pi\delta(s)\). Two derivatives in \(s\) bring down \(-k^2\), so \(\int k^{2m+2}\cos ks\,dk=(-1)^{m+1}\pi\delta^{(2m+2)}(s)\). Scaling gives \(\delta^{(j)}(R\mu)=R^{-j-1}\delta^{(j)}(\mu)\), an even number of integrations by parts in \(\mu\) costs no sign, and \(\pi/(2\pi)^3=1/8\pi^2\). ∎

**Proof of (c).** \(W\) is bounded, so at fixed \(\mathbf R\) the sum tends to \(V=-v\int_{\rm BZ}We^{i\mathbf k\cdot\mathbf R}d^3k/(2\pi)^3\). Take a smooth \(\chi(k)\), equal to 1 near the origin and zero near the zone boundary. By (A3), \((1-\chi)W\) is smooth and periodic, and repeated integration by parts shows that its coefficients fall faster than any power of \(R\). The function \(\chi(W-W_0-k^2W_2)\) is \(O(k^4)\) with \(j\)-th derivatives \(O(k^{4-j})\). Applying \(\nabla_k^2\) three times leaves an integrable \(O(k^{-2})\), the surface terms at radius \(\rho\) vanish as \(\rho^2\rho^{-1}\), and this piece is \(O(R^{-6})\). In \(\chi k^{2m}W_{2m}\) the factor \(\chi\) may be replaced by 1, since \((1-\chi)k^{2m}W_{2m}\) is smooth with high derivatives integrable at infinity. Lemma 4, multiplied by \(-v\), gives \(A\) and \(A_5\). ∎

**Proof of (d).** Decompose \(W_0=\sum_{l\ \rm even}W^{(l)}\) into spherical harmonics. The azimuthal average of \(W^{(l)}\) is an axially symmetric harmonic of degree \(l\), hence a multiple of \(P_l(\mu)\), fixed at \(\mu=1\): \(\oint W^{(l)}d\varphi=2\pi W^{(l)}(\hat{\mathbf R})P_l(\mu)\). Legendre's equation at \(\mu=0\) reads \(P_l''(0)=-l(l+1)P_l(0)\), so
\[ A(\hat{\mathbf R})=-\frac v{4\pi}\sum_{l}l(l+1)P_l(0)\,W^{(l)}(\hat{\mathbf R}).\]
The \(l=0\) term is absent, so the mean vanishes. For even \(l\), \(P_l(0)\ne0\), so \(A\equiv0\) forces every \(W^{(l\ge2)}\) to vanish. Lemma 3 supplies the isotropic case. ∎

**Remark (continuum form).** The continuum Green function has transform \(\Omega/k^2\), and \(\partial_j\partial_l\to-k_jk_l\), so \(A/R^3=P_{ij}P_{kl}\partial_j\partial_lG^{\rm c}_{ik}(\mathbf R)\).

**Remark (weak anisotropy).** To first order in \(\xi\), with \(\Sigma_4=\sum n_i^4\), \(1/s=c_{44}+\Delta\Sigma_4\), so \(1/\mathbf n\cdot\Omega\mathbf n=c_{11}-\Delta(1-\Sigma_4)\) and \(W_0=\text{const}-p^2\Delta(\Sigma_4-\tfrac35)/(vc_{11}^2)\). The function \(\Sigma_4-\tfrac35\) has \(l=4\), since \(\nabla^2(\sum x_i^4-\tfrac35r^4)=12r^2-12r^2=0\). With \(20P_4(0)=15/2\),
\[ A\simeq\frac{15p^2\Delta}{8\pi c_{11}^2}\Big(\sum_i\hat R_i^4-\frac35\Big),\]
attractive along \(\langle100\rangle\) and repulsive along \(\langle111\rangle\) for \(\Delta<0\).

**Remark (shape dependence).** If \(A\not\equiv0\), \(\sum|V|\) diverges as \(\int dR/R\). For the window \(g=\exp(-\sum R_i^2/2\sigma_i^2)\), Poisson summation gives \(\sum_{\mathbf R}g\,e^{i\mathbf k\cdot\mathbf R}=(2\pi)^{3/2}\sigma_1\sigma_2\sigma_3v^{-1}e^{-\sum\sigma_i^2k_i^2/2}\) near \(\mathbf k=0\), up to terms exponentially small in \(\sigma^2\). Thus \(\sum_{\mathbf R}Ug=-\langle W\rangle\), averaged over a normalised Gaussian of widths \(1/\sigma_i\). As the window grows this tends to an average of \(-W_0\) with angular weights set by the ratios of the \(\sigma_i\).

## Worked example

The model is an fcc lattice with round parameters: \(a=4\) Å, \(v=a^3/4=16\) Å\(^3\), central springs \(f_1=2\) and \(f_2=0.1\) eV/Å\(^2\) to first and second neighbours, and a site term \(\tfrac g2(\sum_{12}e)^2\) with \(g=0.03\) eV/Å\(^2\). A spring adds \(fd_id_jd_kd_l/(vd^2)\) to \(C_{ijkl}\) per pair \(\pm\mathbf d\). Four first-neighbour pairs have \(d_x\ne0\), each with \((a/2)^4/(a^2/2)=a^2/8\), giving \(2f_1/a\) in \(c_{11}\). Two lie in the \(xy\) plane, giving \(f_1/a\) in \(c_{12}\) and \(c_{44}\). The second-neighbour pair along \(x\) adds \(4f_2/a\) to \(c_{11}\). Since \(\sum_{12}\hat{\mathbf d}\hat{\mathbf d}^T=4\cdot1\), \(\sum_{12}e=2\sqrt2a\,\mathrm{tr}\,\varepsilon\), which adds \(8ga^2/v=32g/a\) to \(c_{11}\) and \(c_{12}\). So \(c_{11}=(4+0.4+0.96)/4=1.34\), \(c_{12}=(2+0.96)/4=0.74\), \(c_{44}=0.5\), \(\Delta=-0.4\) eV/Å\(^3\) and \(\xi=-0.8\).

A radial force \(F_1=0.2\) eV/Å on the first neighbours gives \(p=2\sqrt2aF_1=2.263\) eV and \(\eta=2.2627/[16(1.34+2\times0.74)]=0.05015\). Direct relaxation of a 216-site cell with 75 random solutes gives the strain \(0.0174=(75/216)\eta\). The uniform term is \(P{:}S{:}P/v=3p\eta=340.4\) meV. Along \([100]\), \(W_0=2.263^2/(16\times1.34)\) eV \(=238.8\) meV; along \([110]\) and \([111]\) it is 207.8 and 199.2 meV. Therefore \(vB=340.4-238.8=101.6\) meV, against 132.6 and 141.3 meV, in line with \(Y_{100}=1.263\) and \(Y_{111}=1.755\) eV/Å\(^3\). With \(Q=51.3\) meV, \(V(0)=-289.2\) meV, while the limits are \(-187.5\), \(-156.5\) and \(-147.9\) meV. At \(c=\tfrac12\), \(\Delta T=0.25\times0.1016/8.617\times10^{-5}=295\) K for \(\langle100\rangle\) and 410 K for \(\langle111\rangle\). A sinusoidal \([111]\) modulation of \(c\), taken as a continuous variable, with \(k=0.0567\) Å\(^{-1}\), relaxed in real space, gives \(V(\mathbf k)-V(0)=142.0\) meV, matching \(vB-k^2W_2\) with \(W_2=-0.226\) eV Å\(^2\).

Tail amplitudes in eV Å\(^3\), the lattice values being Fourier sums extrapolated in cell size and in \(1/R^2\):

| \(\hat{\mathbf R}\) | ring | lattice | weak form |
|---|---|---|---|
| [100] | −0.1779 | −0.1779 | −0.272 |
| [110] | 0.0968 | 0.0969 | 0.068 |
| [111] | 0.1916 | 0.1917 | 0.182 |
| [211] | 0.0283 | 0.0284 | 0.068 |

At \(\xi=-0.8\) the weak form has the right signs in these four directions. Its size is within about 5% along \([111]\), but it is 1.5, 0.7 and 2.4 times the true amplitude along \([100]\), \([110]\) and \([211]\). It cannot separate \([110]\) from \([211]\), which share \(\Sigma_4=\tfrac12\), so the gap between their true amplitudes comes from terms beyond first order in \(\xi\). Along \([100]\), \(R^3V\) is \(-0.1781\) eV Å\(^3\) at 24 Å. This closeness to \(A\) is not general: in the isotropic variant below, the \(A_5\) term alone contributes \(-10.70/24^2=-0.019\) eV Å\(^3\) to \(R^3V\) along \([100]\) at that distance. The nearest shells do not follow the tail. At the first shell \(V=-13.7\) meV while \(A/R^3=+4.3\) meV, opposite in sign, and at \((1,1,0)a\) the values are 1.9 and 0.5 meV. The isotropic variant below, where \(A\equiv0\), has \(-11.6\) and 1.7 meV at the same shells, so sizeable short-range interactions exist without any elastic anisotropy.

The window sums are \(-212.1\) meV for \(\sigma=(3,3,3)a\) and \(-215.9\) meV for \((2.5,2.5,7.5)a\), each about 0.03 meV from the Gaussian average of \(-(W_0+k^2W_2)\). The spherical value differs from minus the angular mean of \(W_0\), \(-216.1\) meV, by the \(W_2\) term. These sums include \(U(0)=-Q\), so a pair sum cut off by a growing spherical window tends to \(51.3-216.1=-164.8\) meV, which lies 124 meV above \(V(0)\) and 23 meV above the \(\langle100\rangle\) limit.

Setting \(f_2=0.5\) eV/Å\(^2\) gives \(c_{11}=1.74\) eV/Å\(^3\) and \(\Delta=0\). For the dilatation centre \(W_0=183.9\) meV in every direction, the extrapolated \(R^3V\) is below \(4\times10^{-5}\) eV Å\(^3\) in magnitude in the four directions listed, and \(R^5V\) tends to \(-10.70\), 6.08, 1.08 and 0.78 eV Å\(^5\), as \(A_5\) predicts. A force of 0.3 eV/Å on the two \(\pm z\) second neighbours gives \(P_{zz}=2\times4\times0.3=2.4\) eV and \(vW_0=P_{zz}^2(n_z^2/c_{44}-\kappa n_z^4)\). For \(\hat{\mathbf R}=[001]\), \(n_z=\mu\), the ring integral has second derivative \(4\pi P_{zz}^2/(vc_{44})\), and \(A=P_{zz}^2/(2\pi c_{44})=2.4^2/\pi=1.8335\) eV Å\(^3\), against 1.8337 on the lattice. For \([100]\), \(n_z^2=(1-\mu^2)\sin^2\varphi\), with \(\oint\sin^2\varphi\,d\varphi=\pi\) and \(\oint\sin^4\varphi\,d\varphi=3\pi/4\), so \(A=P_{zz}^2(3\kappa-2/c_{44})/8\pi=0.0632\) eV Å\(^3\), against 0.0633. The inverse-cube tail returns in an isotropic lattice once the dipole is anisotropic, as (d) requires. The numerical check below gives these values.

## Calculated quantities

```
a = 4.0 A, v = 16.0 A^3, F1 = 0.2 eV/A, Fz = 0.3 eV/A
anisotropic f1, f2, g = 2.00 0.10 0.03 eV/A^2
c11, c12, c44 = 1.340 0.740 0.500 eV/A^3
Delta = -0.400 eV/A^3, xi = -0.800
p = 2.2627 eV, eta = 0.05015
P:S:P/v = 340.43 meV, Q = 51.27 meV, -Q/2 = -25.64 meV
216-site cell, 75 solutes: relaxed E = -5.80356 eV, strain = 0.01741
V(k=0, free surface) = -289.15 meV
[100] W0 = 238.81 meV, V(k->0) = -187.53 meV, vB = 101.62 meV, W2 = -0.1782 eV A^2
[110] W0 = 207.79 meV, V(k->0) = -156.52 meV, vB = 132.63 meV, W2 = -0.1923 eV A^2
[111] W0 = 199.17 meV, V(k->0) = -147.90 meV, vB = 141.26 meV, W2 = -0.2259 eV A^2
angular mean of W0 = 216.12 meV
Y100 = 1.2627, Y111 = 1.7552 eV/A^3
relaxed [111] wave, k = 0.0567 1/A: V(k)-V(0) = 141.98 meV
kB = 8.617333e-05 eV/K
spinodal depression at c = 0.5, [100]: 294.8 K
spinodal depression at c = 0.5, [110]: 384.8 K
spinodal depression at c = 0.5, [111]: 409.8 K
R/a = (0.5, 0.5, 0): V = -13.685, A/R^3 = 4.276, isotropic V = -11.644 meV
R/a = (1, 0, 0): V = -3.780, A/R^3 = -2.779, isotropic V = -3.279 meV
R/a = (1, 0.5, 0.5): V = 0.640, A/R^3 = 0.241, isotropic V = 0.651 meV
R/a = (1, 1, 0): V = 1.905, A/R^3 = 0.534, isotropic V = 1.717 meV
A[100]: ring -0.1779, lattice -0.1779, weak form -0.2723 eV A^3
A[110]: ring 0.0968, lattice 0.0969, weak form 0.0681 eV A^3
A[111]: ring 0.1916, lattice 0.1917, weak form 0.1815 eV A^3
A[211]: ring 0.0283, lattice 0.0284, weak form 0.0681 eV A^3
[100] R = 24 A: R^3 V = -0.1781 eV A^3
[100] R = 32 A: R^3 V = -0.1780 eV A^3
[100] R = 40 A: R^3 V = -0.1780 eV A^3
[100] R = 48 A: R^3 V = -0.1780 eV A^3
angular mean of A = -7.7e-12 eV A^3
window sigma/a = [3.0, 3.0, 3.0]: lattice -212.10, formula -212.07 meV
window sigma/a = [2.5, 2.5, 7.5]: lattice -215.86, formula -215.83 meV
isotropic: f2 = 0.50 eV/A^2, c11, c12, c44 = 1.740 0.740 0.500 eV/A^3
isotropic dilatation: W0 = 183.91 meV in every direction
iso [100]: R^3 V -> -7.2e-06 eV A^3; R^5 V -> -10.698, A5 = -10.699 eV A^5
iso [110]: R^3 V -> -3.3e-05 eV A^3; R^5 V -> 6.081, A5 = 6.081 eV A^5
iso [111]: R^3 V -> -1.1e-06 eV A^3; R^5 V -> 1.077, A5 = 1.077 eV A^5
iso [211]: R^3 V -> -4.4e-06 eV A^3; R^5 V -> 0.782, A5 = 0.782 eV A^5
uniaxial dipole Pzz = 2.40 eV in the isotropic lattice
uniaxial A[001]: Kelvin 1.8335, lattice 1.8337 eV A^3
uniaxial A[101]: Kelvin -0.2766, lattice -0.2767 eV A^3
uniaxial A[100]: Kelvin 0.0632, lattice 0.0633 eV A^3
```
